# Separating the electronic and nuclear parts of silica's permittivity: a numerical check

```python
"""Result under test: static permittivity k = eps_inf + nuclear part, and for
silica (n = 1.46, k = 3.9) eps_inf is about n^2 = 2.13, nuclear part about 1.77.
Symbols: n refractive index; k static relative permittivity; eps_inf relative
permittivity with clamped nuclei. Core-shell model: core charge Q, shell charge
q, springs s (core-shell), g (shell-lattice), K (core-lattice), in units where
vacuum permittivity times cell volume is 1. Oscillator strengths A (electronic)
and B (lattice) are static susceptibilities; energies are in eV."""
import itertools
import numpy as np
from scipy.constants import epsilon_0
from scipy.integrate import quad
from scipy.optimize import minimize

# Main separation
n, k = 1.46, 3.9
eps_optical = n**2
nuclear = k - eps_optical
half_n, half_k = 0.005, 0.05
corners = [k + i * half_k - (n + j * half_n)**2
           for i, j in itertools.product((-1, 1), repeat=2)]
assert round(eps_optical, 2) == 2.13
assert round(nuclear, 2) == 1.77

# Core-shell model: direct minimization against the eliminated formulas
Q, q, s, g, K = 4.0, -2.0, 8.0, 2.0, 1.4


def energy(x, u, field):
    return (0.5 * s * (x - u)**2 + 0.5 * g * x**2 + 0.5 * K * u**2
            - field * (q * x + Q * u))


x_only = minimize(lambda v: energy(v[0], 0.0, 1.0), [0.0]).x[0]
both = minimize(lambda v: energy(v[0], v[1], 1.0), [0.0, 0.0]).x
u_only = minimize(lambda v: energy(0.0, v[0], 1.0), [0.0]).x[0]
chi_clamped = q * x_only
chi_relaxed = q * both[0] + Q * both[1]
chi_frozen_shell = Q * u_only
Z_eff = Q + q * s / (s + g)
stiff_eff = K + s * g / (s + g)
chi_el_formula = q**2 / (s + g)
chi_nuc_formula = Z_eff**2 / stiff_eff
assert abs(chi_clamped - chi_el_formula) < 1e-4
assert abs(chi_relaxed - chi_el_formula - chi_nuc_formula) < 1e-4
assert abs(chi_clamped + chi_frozen_shell - chi_relaxed) > 0.1

# Equations of motion with a light shell and a heavy core
mass_shell, mass_core = 1e-5, 1.0
springs = np.array([[s + g, -s], [-s, s + K]])
masses = np.diag([mass_shell, mass_core])
charges = np.array([q, Q])


def driven_response(omega):
    return charges @ np.linalg.solve(springs - omega**2 * masses, charges)


omega_low, omega_mid = 0.01, 40.0
chi_low, chi_mid = driven_response(omega_low), driven_response(omega_mid)
assert abs(chi_low - chi_relaxed) < 1e-3
assert abs(chi_mid - chi_clamped) < 5e-3

# Maxwell pulse in a medium of permittivity eps_optical (vacuum speed = 1)
cells, start, width, dt, steps = 4000, 2000, 40.0, 0.5, 3000
z = np.arange(cells)
E_field = np.exp(-0.5 * ((z - start) / width)**2)
H_field = -0.5 * dt * np.diff(E_field)
for _ in range(steps):
    E_field[1:-1] -= dt / eps_optical * np.diff(H_field)
    H_field -= dt * np.diff(E_field)
right = z > start + 200
distance = np.sum(z[right] * E_field[right]) / np.sum(E_field[right]) - start
n_pulse = steps * dt / distance
assert abs(n_pulse - n) < 1e-3

# Two-oscillator correction to the optical estimate
E_light, E_el, E_lat = 2.1, 12.0, 0.12
a = 1 / (1 - (E_light / E_el)**2)
b = 1 / (1 - (E_light / E_lat)**2)
A = (n**2 - 1 - b * (k - 1)) / (a - b)
B = k - 1 - A

# Kramers-Kronig integrals over weakly damped absorption bands
damp_el, damp_lat = 0.1, 0.01


def absorption(E):
    total = 0.0
    for S, E0, w in ((A, E_el, damp_el), (B, E_lat, damp_lat)):
        total += S * E0**2 * w * E / ((E0**2 - E**2)**2 + (w * E)**2)
    return total


def piecewise(f, edges):
    return sum(quad(f, lo, hi, limit=300)[0]
               for lo, hi in zip(edges[:-1], edges[1:]))


low_edges = [1e-9, 0.06, 0.12, 0.3, 1.0]
high_edges = [4.0, 11.0, 12.0, 13.0, 40.0, np.inf]
area = lambda E: 2 / np.pi * absorption(E) / E
area_low = piecewise(area, low_edges)
area_high = piecewise(area, [1.0] + high_edges)
# Damping leaves small band tails across the 1 eV dividing line
assert abs(area_low - B) < 2e-3
assert abs(area_high - A) < 2e-3
kernel = lambda E: 2 / np.pi * E * absorption(E) / (E**2 - E_light**2)
near = quad(lambda E: 2 / np.pi * E * absorption(E) / (E + E_light),
            1.0, 4.0, weight="cauchy", wvar=E_light)[0]
eps_kk = 1 + piecewise(kernel, low_edges) + near + piecewise(kernel, high_edges)
assert abs(eps_kk - n**2) < 2e-3
shift = B - nuclear
assert 0 < shift < max(corners) - nuclear

print(f"refractive index n = {n:.2f} (dimensionless)")
print(f"static permittivity k = {k:.1f} (relative)")
print(f"optical permittivity n^2 = {eps_optical:.4f} (relative)")
print(f"nuclear contribution k - n^2 = {nuclear:.4f} (relative)")
print(f"electronic susceptibility n^2 - 1 = {eps_optical - 1:.4f} (relative)")
print(f"total susceptibility k - 1 = {k - 1:.1f} (relative)")
print(f"electronic share of k - 1 = {100*(eps_optical-1)/(k-1):.1f} %")
print(f"nuclear share of k - 1 = {100*nuclear/(k-1):.1f} %")
print(f"n^2 times eps0 = {eps_optical*epsilon_0*1e12:.2f} pF/m")
print(f"nuclear part times eps0 = {nuclear*epsilon_0*1e12:.2f} pF/m")
print(f"input half-widths: n {half_n:.3f}, k {half_k:.2f} (dimensionless)")
print(f"nuclear part, lowest = {min(corners):.3f} (relative)")
print(f"nuclear part, highest = {max(corners):.3f} (relative)")
print(f"model charges: Q = {Q:.1f}, q = {q:.1f} (model units)")
print(f"model springs: s = {s:.1f}, g = {g:.1f}, K = {K:.1f} (model units)")
print(f"model effective charge Z* = {Z_eff:.2f} (model units)")
print(f"model effective stiffness = {stiff_eff:.2f} (model units)")
print(f"model electronic susceptibility, formula = {chi_el_formula:.4f}")
print(f"model nuclear susceptibility, formula = {chi_nuc_formula:.4f}")
print(f"model clamped susceptibility, minimized = {chi_clamped:.4f}")
print(f"model relaxed susceptibility, minimized = {chi_relaxed:.4f}")
print(f"model core response, shell frozen = {chi_frozen_shell:.4f}")
print(f"wrong sum with frozen shell = {chi_clamped+chi_frozen_shell:.4f}")
print(f"model masses: shell {mass_shell:.0e}, core {mass_core:.0f} (model units)")
print(f"response at frequency {omega_low:.2f} (model units) = {chi_low:.4f}")
print(f"response at frequency {omega_mid:.0f} (model units) = {chi_mid:.4f}")
print(f"index from Maxwell pulse speed = {n_pulse:.4f} (dimensionless)")
print(f"light energy = {E_light:.1f} eV")
print(f"electronic oscillator energy = {E_el:.0f} eV")
print(f"lattice oscillator energy = {E_lat:.2f} eV")
print(f"electronic factor a = {a:.5f} (dimensionless)")
print(f"lattice factor b = {b:.5f} (dimensionless)")
print(f"electronic strength A = {A:.4f} (relative)")
print(f"corrected eps_inf = 1 + A = {1 + A:.4f} (relative)")
print(f"corrected nuclear part B = {B:.4f} (relative)")
print(f"shift of nuclear part = {shift:.4f} (relative)")
print(f"damping: electronic {damp_el:.2f} eV, lattice {damp_lat:.2f} eV")
print(f"absorption area below 1 eV = {area_low:.4f} (relative)")
print(f"absorption area above 1 eV = {area_high:.4f} (relative)")
print(f"permittivity at light energy from absorption = {eps_kk:.4f} (relative)")
print("every check passed")
```

Running it gives:

```
refractive index n = 1.46 (dimensionless)
static permittivity k = 3.9 (relative)
optical permittivity n^2 = 2.1316 (relative)
nuclear contribution k - n^2 = 1.7684 (relative)
electronic susceptibility n^2 - 1 = 1.1316 (relative)
total susceptibility k - 1 = 2.9 (relative)
electronic share of k - 1 = 39.0 %
nuclear share of k - 1 = 61.0 %
n^2 times eps0 = 18.87 pF/m
nuclear part times eps0 = 15.66 pF/m
input half-widths: n 0.005, k 0.05 (dimensionless)
nuclear part, lowest = 1.704 (relative)
nuclear part, highest = 1.833 (relative)
model charges: Q = 4.0, q = -2.0 (model units)
model springs: s = 8.0, g = 2.0, K = 1.4 (model units)
model effective charge Z* = 2.40 (model units)
model effective stiffness = 3.00 (model units)
model electronic susceptibility, formula = 0.4000
model nuclear susceptibility, formula = 1.9200
model clamped susceptibility, minimized = 0.4000
model relaxed susceptibility, minimized = 2.3200
model core response, shell frozen = 1.7021
wrong sum with frozen shell = 2.1021
model masses: shell 1e-05, core 1 (model units)
response at frequency 0.01 (model units) = 2.3201
response at frequency 40 (model units) = 0.3970
index from Maxwell pulse speed = 1.4600 (dimensionless)
light energy = 2.1 eV
electronic oscillator energy = 12 eV
lattice oscillator energy = 0.12 eV
electronic factor a = 1.03159 (dimensionless)
lattice factor b = -0.00328 (dimensionless)
electronic strength A = 1.1027 (relative)
corrected eps_inf = 1 + A = 2.1027 (relative)
corrected nuclear part B = 1.7973 (relative)
shift of nuclear part = 0.0289 (relative)
damping: electronic 0.10 eV, lattice 0.01 eV
absorption area below 1 eV = 1.7978 (relative)
absorption area above 1 eV = 1.1022 (relative)
permittivity at light energy from absorption = 2.1316 (relative)
every check passed
```
